# How Large Is the Single-Precision Rounding Error in Density-Fitted MP2?

**Question.** A density-fitted MP2 calculation is run in single precision, with about seven significant digits. How large is the rounding error of the correlation energy, how does it grow with the system, and which steps need double precision?

**Answer in brief.** For N2 in a triple-zeta basis, storing the fitted integrals and multiplying them in single precision costs about $10^{-8}$ hartree. This error is nearly random and grows as the square root of the number of independent molecules. Errors with a common sign grow at least linearly. The worst of them comes from a long running sum, which loses its small terms. A plain running sum and the total energy need double precision. So does a nearly singular fitting metric, if double precision can resolve it at all.

## Definitions

The reference is a closed-shell molecule with real orbitals and a finite gap. Active occupied orbitals are $i,j$, virtual orbitals $a,b$, and auxiliary functions $P,Q$. With $A_{iaP}=(ia|P)$ and $J_{PQ}=(P|Q)=(LL^T)_{PQ}$, the fitted integrals are

$$V=AJ^{-1}A^T=BB^T,\qquad B=AL^{-T}.$$

Write $V=V_{iajb}$, $V'=V_{ibja}$ and $D=\epsilon_a+\epsilon_b-\epsilon_i-\epsilon_j>0$. Then

$$E=-\sum_{iajb}\frac{V(2V-V')}{D}.$$

"Error" below means the difference from this same fitted energy in double precision, unless stated otherwise.

## One rounding

Write a number as $\pm m2^e$ with $1\le m<2$. Single precision keeps 24 significant bits, so neighbouring numbers are $2u\,2^e$ apart, where $u=2^{-24}=5.96\times10^{-8}$. Rounding to nearest gives an error taken as uniform between $-u2^e$ and $u2^e$, with variance $u^24^e/3$. The relative variance is therefore $u^2/(3m^2)$.

For numbers spread over many magnitudes I assume the logarithmic density $1/(m\ln2)$. Then

$$\langle m^{-2}\rangle=\frac1{\ln2}\int_1^2\frac{dm}{m^3}=\frac{3}{8\ln2},\qquad
\sigma=\frac{u}{\sqrt{8\ln2}}=2.53\times10^{-8}.$$

Here $\sigma$ is the rms relative error. Chopping toward zero instead removes an amount uniform between $0$ and $2u2^e$, on average $u2^e$. Since $\langle m^{-1}\rangle=1/(2\ln2)$, its mean relative error is $-u/(2\ln2)$, which is not zero.

## Storing the fitted integrals

Differentiating the energy at fixed $D$ gives

$$dE=-\sum\frac{4V\,dV-V'dV-V\,dV'}{D}.$$

In the last term exchange the labels $a$ and $b$. This leaves $D$ unchanged and turns $V\,dV'$ into $V'dV$. With $T=(2V-V')/D$,

$$dE=-2\sum_{iajb}T_{iajb}\,dV_{iajb}.$$

Now $dV=dB\,B^T+B\,dB^T$. The two parts contribute equally because $T$ is symmetric under $ia\leftrightarrow jb$, so

$$\frac{\partial E}{\partial B}=-4TB.$$

Let an element of $B$ have relative error $\delta$. Its effect on the energy is $w\delta$, with $w_{iaP}=B_{iaP}\,\partial E/\partial B_{iaP}$. The weights obey

$$\sum w=-4\sum TV=4E.$$

If the roundings are uncorrelated, with zero mean, variances add:

$$\delta E_{\rm rms}=\sigma\Big(\sum w^2\Big)^{1/2}.$$

If they share a mean relative error $\bar\delta$, the shift is $4E\bar\delta$. For chopping this is

$$\delta E_{\rm chop}=-\frac{4Eu}{2\ln2}.$$

The example is N2 at a chosen bond length of 2.10 bohr, treated with RHF/cc-pVTZ and the cc-pVTZ-RI fitting basis. Two core orbitals are frozen, leaving 5 occupied and 53 virtual orbitals, with 162 auxiliary functions. The fitted correlation energy is $-0.37743$ hartree, so

$$\delta E_{\rm chop}=4(0.37743)(0.7213)(5.96\times10^{-8})=6.49\times10^{-8}\ \text{hartree}.$$

To sample independent roundings, $B$ is multiplied on the right by random orthogonal matrices. These leave $BB^T$ unchanged in exact arithmetic but change every stored number. The measured chopping bias is $6.49\times10^{-8}$ hartree. Rounding to nearest gives an rms error of $9.7\times10^{-10}$ hartree, against a prediction of $8.3\times10^{-10}$, and a mean compatible with zero.

The measured rms of these 160 samples is 16% above the estimate, but another set of 400 rotations gives $8.0\times10^{-10}$ hartree, so the excess is sampling scatter. The value does depend on the orientation of the auxiliary vectors, because rotation spreads the weight over more elements. Sampled instead by a random overall scale factor, the unrotated Cholesky $B$ gives about $2.4\times10^{-9}$ hartree and $B=AJ^{-1/2}$ about $3.3\times10^{-9}$.

The gap between random and systematic error follows from the weights. Their sum has magnitude $1.51$ hartree, while the predicted rms implies $(\sum w^2)^{1/2}=8.34\times10^{-10}/2.53\times10^{-8}=0.033$ hartree. This is the ratio that about $(1.51/0.033)^2\approx2100$ equal weights of one sign would give. The first-order worst case, $u\sum|w|$, is $9.8\times10^{-8}$ hartree, about a hundred times the measured rms.

For $M$ noninteracting molecules in localized orbitals, the random error grows as $\sqrt M$ and the bias as $M$. At $M=1000$ the estimates are $2.6\times10^{-8}$ and $6.5\times10^{-5}$ hartree. The square root requires independent roundings. Exact copies that store identical numbers repeat the same errors, which then add linearly.

## Multiplying them

For one element of $V$, let $p_k$ be the product added at auxiliary index $k$, and $s_k$ the partial sum after it. Each product and each addition is rounded, except that the first addition, to zero, is exact. For uncorrelated roundings

$$\operatorname{var}V=\sigma^2\Big(\sum_{k\ge1}p_k^2+\sum_{k\ge2}s_k^2\Big).$$

If $K$ products are equal, $s_k=kV/K$ and the second sum is about $KV^2/3$. The relative error of $V$ is then about $\sigma\sqrt{K/3}$. For $K=162$ this is $7\sigma$, so multiplication should matter more than storage.

The elements $V_{iajb}$ and $V_{jbia}$ are formed from the same products and have the same error. An off-diagonal pair thus enters $dE$ with coefficient $-4T$ and contributes $16T^2\operatorname{var}V$ to the variance, or $8T^2\operatorname{var}V$ for each of its two entries. A diagonal element has coefficient $-2T$ and contributes $4T^2\operatorname{var}V$. Hence

$$\operatorname{var}E=8\sum_{iajb}T^2\operatorname{var}V-4\sum_{ia}T_{iaia}^2\operatorname{var}V_{iaia}.$$

This predicts $9.3\times10^{-9}$ hartree. Explicit sequential accumulation gives $9.1\times10^{-9}$, and an ordinary library matrix product $9.0\times10^{-9}$. Both measured errors are taken relative to the double-precision product of the same stored single-precision $B$, so they exclude the storage error. These figures refer to randomly rotated auxiliary vectors; another ordering or orientation changes the partial sums. The library product gives about $1.2\times10^{-8}$ hartree for the unrotated Cholesky $B$ and $0.8\times10^{-8}$ for $B=AJ^{-1/2}$.

Even zero-mean errors leave a small bias, because $E$ is quadratic in $V$. The second-order change is $-\sum(2\delta V^2-\delta V\,\delta V')/D$. If $i=j$ or $a=b$, then $V'$ is the same integral as $V$ and $\langle\delta V\,\delta V'\rangle=\operatorname{var}V$. Otherwise the two errors are taken as independent. With $c=1$ in the first case and $c=0$ in the second,

$$\langle\delta E\rangle_2=-\sum_{iajb}\frac{(2-c)\operatorname{var}V}{D}<0.$$

The value is $-1.7\times10^{-14}$ hartree. A test with amplified noise of both signs, in which the linear response cancels, confirms it. This bias grows as $M$ and the random error as $\sqrt M$, so they would meet at $M=(9.1\times10^{-9}/1.7\times10^{-14})^2\approx3\times10^{11}$ molecules. It can be ignored here.

## Metric and integral transformation

Errors made before the fit can be amplified by it. Let $C=AJ^{-1}$ be the fitting coefficients. Since $d(J^{-1})=-J^{-1}dJ\,J^{-1}$,

$$dV=dA\,C^T+C\,dA^T-C\,dJ\,C^T.$$

Inserting this into $dE=-2\sum T\,dV$ gives

$$\frac{\partial E}{\partial A}=-4TC,\qquad
dE\big|_A=\sum_{PQ}2(C^TTC)_{PQ}\,dJ_{PQ}.$$

Define $g_{PQ}=2(C^TTC)_{PQ}J_{PQ}$. The errors of $J_{PQ}$ and $J_{QP}$ are equal, so an off-diagonal pair has weight $2g_{PQ}$ and variance $4\sigma^2g_{PQ}^2$. Therefore

$$\delta E_{J,\rm rms}=\sigma\Big(2\sum_{PQ}g_{PQ}^2-\sum_Pg_{PP}^2\Big)^{1/2}.$$

The predicted error is $4.5\times10^{-8}$ hartree; random rescaling of the auxiliary functions, which leaves the exact energy unchanged, gives $4.7\times10^{-8}$. Dividing the prediction by $\sigma$ gives a root-sum-square weight of $1.79$ hartree. The plain sum of the weights is smaller:

$$\sum_{PQ}g_{PQ}=2\sum TV=-2E=0.75\ \text{hartree}.$$

For weights of one sign, the root-sum-square cannot exceed the sum. The metric weights must therefore contain large contributions that cancel, and independent roundings do not preserve that cancellation.

With its diagonal scaled to one, the metric has condition number $4.2\times10^6$, so $\kappa u\approx0.25$. All 40 single-precision factorizations nevertheless succeeded, and a fit done wholly in single precision had an rms error of $9.2\times10^{-8}$ hartree. For this basis a double-precision fit is prudent, not indispensable.

That changes when the fitting functions become nearly dependent. A Cholesky factorization takes the square root of what remains of each diagonal element after earlier functions are projected out. If this remainder is below the rounding noise, its computed value can be negative. Adding $s$ functions with exponents shifted by 3% raised the condition number to $2.5\times10^{12}$, and all 40 single-precision factorizations failed. A shift of 0.03% also gave 40 failures. Its computed condition number, $5\times10^{16}$, exceeds the inverse of the double-precision roundoff, so even double precision does not resolve the smallest eigenvalue. A double-precision factorization can still succeed, as it did here, but success alone does not show that the fit is accurate. Such functions should be removed or the dependence treated explicitly.

Rounding the finished integrals $A$ costs $4.6\times10^{-9}$ hartree, 26% above the predicted $3.7\times10^{-9}$. The prediction ignores that elements made equal by symmetry round together; their share of the excess was not tested. Transforming the integrals from atomic to molecular orbitals in single precision costs much more, $2.2\times10^{-7}$ hartree for the contraction order used here. That figure includes rounded orbital coefficients, which were the same in every repetition, so it is not a purely random error. Most of it comes from the single-precision arithmetic of the transformation: rounding the coefficients alone changes the energy by only about $4\times10^{-8}$ hartree.

The transformation and the fit scale as the fourth power of system size when all dimensions grow together, while forming $V$ scales as the fifth. Double precision in the former therefore protects accuracy without slowing the step that dominates for large systems.

## Orbital energies

At fixed $V$, define $y=V(2V-V')/D^2$, so that $dE=\sum y\,dD$. Each virtual level enters through $a$ and through $b$, with equal contributions by pair symmetry, and likewise for occupied levels:

$$\frac{\partial E}{\partial\epsilon_a}=2\sum_{ijb}y_{iajb},\qquad
\frac{\partial E}{\partial\epsilon_i}=-2\sum_{jab}y_{iajb}.$$

Multiplying by the level energies and adding variances gives the random error. Degenerate levels have the same stored value and round together, so their weights are added before squaring. The estimate is $2.8\times10^{-9}$ hartree and the measured rms $2.9\times10^{-9}$.

The smallest denominator here is 1.52 hartree. For a small gap the relative error of a term is $-\delta D/D$, which grows as $1/D$ when $D$ is formed from rounded levels. Forming $D$ in double precision and then rounding it keeps its relative error below $u$. This removes the rounding problem but does not rescue MP2 itself when the gap closes.

## Adding the energy terms

Averaging each energy term with its partner under $a\leftrightarrow b$ gives

$$x=\frac{V^2+V'^2-VV'}{D}
=\frac{(V-V'/2)^2+3V'^2/4}{D}\ge0,\qquad \sum x=-E.$$

There are $N=(5\times53)^2=70\,225$ such terms per molecule, counting zeros. Suppose one single-precision variable $S$ collects them in sequence.

A random-walk estimate treats every addition as an independent rounding. For $M$ molecules there are $MN$ additions. If the sum rises evenly to $M|E|$, then $\sum_kS_k^2\approx M^2E^2(MN)/3$, and the error per molecule is

$$\sigma|E|\sqrt{MN/3}.$$

For $M=1024$ this is $4.7\times10^{-5}$ hartree.

The estimate fails when terms are smaller than the spacing $q$ of numbers near $S$. As long as $S$ stays between two powers of two, it is a multiple of $q$, and rounding to nearest gives, apart from ties,

$$S+x\longrightarrow S+q\,\operatorname{round}(x/q).$$

A term below $q/2$ adds nothing. Its loss does not depend on chance and repeats for every similar molecule. As $S$ grows, so does $q$, and further terms disappear.

Real single-precision sums over noninteracting copies of N2 show the change of regime. For one molecule the error in $-E$ is $+1.2\times10^{-6}$ hartree. The loss formula, applied with one spacing per complete molecule, does not describe this first molecule, during which $S$ climbs from zero through many spacings. For larger sums it does:

- 64 copies: measured $-4.6\times10^{-4}$, predicted $-4.5\times10^{-4}$ hartree per molecule;
- 256 copies: $-2.53\times10^{-3}$ and $-2.52\times10^{-3}$;
- 1024 copies: $-1.17\times10^{-2}$ for both.

The last error is 3% of the correlation energy, about 31 kJ/mol per molecule, and some 250 times the random-walk estimate. Since the error per molecule itself grows, the total error here grows faster than linearly. The digits depend on the arbitrary orientation of the degenerate $\pi$ orbitals, which redistributes the terms at fixed $E$: one random rotation within the degenerate sets gave $-1.1\times10^{-6}$, $-3.3\times10^{-4}$ and $-1.4\times10^{-2}$ hartree per molecule for 1, 64 and 1024 copies.

At 1024 copies the spacing is $3.05\times10^{-5}$ hartree, and 95% of the terms, zeros included, lie below half of it. They carry $0.033$ hartree per molecule. The net loss is smaller for two reasons: earlier copies were added with a finer spacing, and some larger terms are rounded upward.

A limiting case gives the general scale. For equal terms, $S=nx$ after $n$ additions, and half the spacing lies between $uS/2$ and $uS$. Ignoring earlier rounding errors, the sum stops growing when $n$ is between $1/u$ and $2/u$, or 17 to 34 million terms. With delocalized orbitals the number of terms is the square of the number of occupied–virtual pairs, so about 4100 pairs reach this range. Unequal terms begin to disappear sooner.

The simplest cure is a double-precision accumulator. With the terms still stored in single precision, it leaves an error of $4.5\times10^{-10}$ hartree for one molecule. Pairwise summation, which adds partial sums of similar size, also largely avoids the loss, even in single precision.

## Which steps need double precision

The total energy gives a separate requirement. The RHF energy is $-108.98$ hartree, where single-precision numbers are $7.6\times10^{-6}$ hartree apart. Storing the total can thus cost up to $3.8\times10^{-6}$ hartree, about 400 times the error of the single-precision matrix product. Adding an accurate correlation energy to a total held in single precision would waste that accuracy. Rounding the correlation energy alone costs far less: it lies between $2^{-2}$ and $2^{-1}$ hartree in magnitude, so the error is at most $2^{-2}u=1.5\times10^{-8}$ hartree.

A sound assignment for a system of this kind is:

- **Double precision required:** plain sequential energy sums over many terms (unless replaced by pairwise summation) and total energies. Nearly dependent fitting functions need at least double precision, or removal.
- **Double precision prudent:** the SCF calculation, the integral transformation, the metric factorization and the fit. The SCF was not run in single precision here, so its error is not estimated.
- **Single precision sufficient:** storage of $B$, the product $BB^T$, and individual energy terms with denominators formed in double precision.

For this mixed scheme the independent estimates combine in quadrature. The numbers below are for randomly rotated $B$; the unrotated Cholesky $B$ gives about $1.3\times10^{-8}$ hartree in the same way. Storage gives $0.83\times10^{-9}$ hartree and multiplication $9.31\times10^{-9}$. An allowance of five roundings per energy term, equal terms rounding together, gives $\sigma(10\sum V^2T^2)^{1/2}\approx1.5\times10^{-9}$. Thus

$$\sqrt{0.83^2+9.31^2+1.5^2}\times10^{-9}\approx9.5\times10^{-9}\ \text{hartree}.$$

The measured rms error is $9.4\times10^{-9}$ hartree, or $2.5\times10^{-5}$ kJ/mol. Its mean is $-2.1\times10^{-9}$ hartree, nearly three standard errors from zero for the 160 samples. Rounding the denominators, which all samples share, accounts for about $-0.9\times10^{-9}$ hartree of this mean. The rest is less than two standard errors.

For comparison, density fitting shifts the conventional MP2 energy by $8.2\times10^{-7}$ hartree, about 90 times the rms error of the mixed scheme. That shift is a near-complete cancellation between $+9.9\times10^{-5}$ hartree in the opposite-spin part and $-9.8\times10^{-5}$ in the same-spin part. It is $-1.2\times10^{-6}$ at 2.00 bohr and $+3.8\times10^{-6}$ at 2.25 bohr, so it is not a universal accuracy target. The comparison also leaves out basis incompleteness, core correlation and correlation beyond MP2. In cc-pVQZ the correlation energy is $-0.402$ hartree, a shift of $-0.025$, while the single-precision product error stays near $1.5\times10^{-8}$ hartree. The numerical output below lists the main contributions.

## Table of computed values

```
N2 bond length: 2.10 bohr
Active occupied, virtual, auxiliary functions: 5, 53, 162
RHF total energy: -108.98031069 hartree
Conventional MP2 correlation energy: -0.37743296 hartree
Density-fitted MP2 correlation energy: -0.37743214 hartree
Density-fitting error: 8.1732e-07 hartree
Smallest MP2 denominator: 1.5231 hartree
Unit roundoff u: 5.9605e-08
RMS relative rounding error sigma: 2.5312e-08
B storage, measured rms error: 9.6911e-10 hartree
B storage, predicted rms error: 8.3388e-10 hartree
B storage, measured mean error: -9.4404e-12 hartree
B storage, first-order worst case: 9.7765e-08 hartree
B chopping, measured mean bias: 6.4923e-08 hartree
B chopping, predicted bias: 6.4912e-08 hartree
B chopping, scatter about mean: 9.7046e-10 hartree
1000 independent molecules, storage rms: 2.6370e-08 hartree
1000 independent molecules, chopping bias: 6.4912e-05 hartree
Sequential product, measured rms error: 9.1311e-09 hartree
Sequential product, predicted rms error: 9.3075e-09 hartree
Library product, measured rms error: 9.0089e-09 hartree
Quadratic bias, from scaled noise: -1.7132e-14 hartree
Quadratic bias, predicted: -1.7430e-14 hartree
Raw integral rounding, measured rms: 4.6394e-09 hartree
Raw integral rounding, predicted rms: 3.6817e-09 hartree
Single AO-to-MO transform, rms error: 2.2089e-07 hartree
Metric rounding, measured rms: 4.7209e-08 hartree
Metric rounding, predicted rms: 4.5196e-08 hartree
Metric condition number, unit diagonal: 4.1519e+06
Single metric fit: rms 9.1934e-08 hartree, failures 0 of 40
Extra s functions, exponent shift 3e-02: condition 2.47e+12, rms nan hartree, failures 40 of 40
Extra s functions, exponent shift 3e-04: condition 5.19e+16, rms nan hartree, failures 40 of 40
Orbital-energy rounding, measured rms: 2.8936e-09 hartree
Orbital-energy rounding, predicted rms: 2.8330e-09 hartree
Energy terms per molecule: 70225
Single sum, 1 copies: error in -E per molecule 1.1550e-06, predicted 0.0000e+00 hartree
Single sum, 16 copies: error in -E per molecule -3.0793e-05, predicted -3.0262e-05 hartree
Single sum, 64 copies: error in -E per molecule -4.5512e-04, predicted -4.4591e-04 hartree
Single sum, 256 copies: error in -E per molecule -2.5284e-03, predicted -2.5185e-03 hartree
Single sum, 1024 copies: error in -E per molecule -1.1713e-02, predicted -1.1708e-02 hartree
Random-walk estimate per molecule, 1024 copies: 4.6773e-05 hartree
Spacing of single sum at 1024 copies: 3.0518e-05 hartree
Fraction of terms below half that spacing: 0.9505
Energy in those terms per molecule: 3.2566e-02 hartree
Single terms, double sum: error in -E: 4.5396e-10 hartree
Single spacing at RHF total energy: 7.6294e-06 hartree
Mixed-precision recipe, measured rms: 9.3699e-09 hartree
Mixed-precision recipe, estimated rms: 9.4580e-09 hartree
Mixed-precision recipe, mean error: -2.0777e-09 hartree
Mixed-precision recipe, rms converted: 2.4601e-05 kJ/mol
```
